# Similarity reduction of nonlinear diffusion from a step, and profile inversion

## 1. Symmetry fixes the variable

Two thick blocks with compositions $c_L$ and $c_R$ are joined at $z=0$ and annealed. The starting profile has a height but no width. The diffusivity $D(c)$ has dimension length²/time and supplies no length by itself. A length can therefore be formed only with the elapsed time, as $\sqrt{Dt}$, and position can enter only through $z/\sqrt t$.

To make this a proof, write the problem as

$$c_t=\big(D(c)\,c_z\big)_z,\qquad c(z,0)=\begin{cases}c_L,&z<0\\ c_R,&z>0,\end{cases}\tag{1}$$

with $c\to c_L$ as $z\to-\infty$ and $c\to c_R$ as $z\to+\infty$ at all times. Subscripts $t$ and $z$ denote derivatives. We take $c_L>c_R$, and $D$ smooth, positive and dependent on $c$ alone. Here $c$ is an amount per volume, the partial volumes are constant, and $z$ is measured in the frame with no net volume flow; otherwise a convective term would appear. No physical constants enter the algebra, so it holds in atomic units or any others.

Let $c(z,t)$ solve (1), and for a number $a>0$ define $\tilde c(z,t)=c(az,a^2t)$. One time derivative gives a factor $a^2$, and two space derivatives give $a\cdot a=a^2$. Since $D$ depends only on the value of $c$, it acquires no factor. Hence $\tilde c$ obeys the same equation. Stretching the axis leaves a step at the origin and its far values unchanged, so $\tilde c$ solves the same problem. If the solution is unique,

$$c(z,t)=c(az,a^2t)\quad\text{for every }a>0.$$

At any chosen time $t$ we may set $a=1/\sqrt t$, which gives

$$c(z,t)=c(z/\sqrt t,\,1)\equiv f(\lambda),\qquad \lambda=z/\sqrt t.\tag{2}$$

## 2. Why the solution is unique

Consider solutions that approach their far values fast enough for the integrals below to converge, with vanishing flux there. Let $c_1,c_2$ be two of them, and let $w=c_1-c_2$. With $\Phi(c)=\int^c D\,dc'$ we have $D(c)c_z=\Phi_z$, so

$$w_t=\big[\Phi(c_1)-\Phi(c_2)\big]_{zz}=(m\,w)_{zz}.$$

By the mean-value theorem, $m$ is a value of $D$ between $c_1$ and $c_2$, so $m>0$.

Now let $W(z,t)=\int_{-\infty}^z w\,dz'$, so that $W_z=w$. Integrating the equation for $w$ once gives $W_t=(mW_z)_z$. Both solutions conserve material and start alike, so $W$ vanishes at both ends. Multiplying by $W$ and integrating by parts gives

$$\frac{d}{dt}\int\tfrac12W^2dz=-\int m\,W_z^2\,dz\le0.\tag{3}$$

The integral on the left starts at zero, cannot be negative and cannot grow. It stays zero, so $W=0$ and $c_1=c_2$.

## 3. The ordinary differential equation

From $\lambda=zt^{-1/2}$,

$$\lambda_t=-\tfrac12zt^{-3/2}=-\frac{\lambda}{2t},\qquad \lambda_z=\frac1{\sqrt t}.$$

A prime denotes $d/d\lambda$. The chain rule gives

$$c_t=-\frac{\lambda}{2t}f',\qquad D\,c_z=\frac{D(f)f'}{\sqrt t},\qquad (D\,c_z)_z=\frac{(D(f)f')'}{t}.$$

Both sides of (1) carry $1/t$. Cancelling it leaves

$$\boxed{\;\big(D(f)f'\big)'+\frac{\lambda}{2}f'=0,\quad f(-\infty)=c_L,\quad f(+\infty)=c_R\;}\tag{4}$$

No other power of time works. With $\xi=z/t^{\alpha}$ the two sides become $-\alpha\xi f'/t$ and $(Df')'/t^{2\alpha}$. At fixed $\xi$ their ratio varies as $t^{2\alpha-1}$, so a nonuniform profile requires $\alpha=\tfrac12$. The exception is $\alpha=0$, where both sides vanish: this is a steady state with $\Phi$ linear in $z$, which cannot level off at two different far values.

**Counting conditions.** Problem (1) has one initial and two far conditions, whereas (4) accepts two conditions. They fit because they merge. Letting $t\to0^+$ at fixed $z>0$ gives $\lambda\to+\infty$, and so does letting $z\to+\infty$ at fixed $t$. Both demand $c_R$. The same happens with $c_L$ on the left.

**Shape.** Define the scaled flux $J=-D(f)f'$. Equation (4) reads $J'=\tfrac{\lambda}{2}f'=-\lambda J/(2D)$, so

$$J(\lambda)=J(0)\exp\left[-\int_0^\lambda\frac{s\,ds}{2D(f(s))}\right].\tag{5}$$

The flux keeps one sign, so $f$ falls monotonically. The flux is largest in size at $\lambda=0$ and has Gaussian tails, short where $D$ is small and long where $D$ is large.

## 4. Which boundary conditions permit similarity

Now let material enter a half-space $z>0$, initially uniform at $c_R$, through its surface. For a similarity profile the surface value is $f(0)$, a constant, and the inward flux is

$$-D\,c_z\big|_{z=0}=\frac{J(0)}{\sqrt t}.\tag{6}$$

Each proposed surface condition can be compared with these two facts.

- **Constant surface value $c_s$.** Permitted: it becomes $f(0)=c_s$.
- **Prescribed inflow $q(t)$.** Equation (6) requires $q\sqrt t=J(0)$, a constant. An inflow $A/\sqrt t$ is permitted; a constant nonzero inflow is not compatible with the form $c=f(\lambda)$. (For constant $D$ it still gives a scaled form, $c-c_R=\sqrt t\,F(\lambda)$, in which the surface value grows as $\sqrt t$.)
- **Surface exchange, inflow $h(c_s-c)$.** Equation (6) requires $h\sqrt t\,[c_s-f(0)]=J(0)$. With constant $h>0$ this fails whenever material enters. The coefficient brings in a length $D/h$ and a time $D/h^2$.
- **A back face at $z=\ell$.** It lies at $\lambda=\ell/\sqrt t$, which moves. Similarity then survives as an approximation while the profile is still flat at the back face.

The first three statements were tested by solving the partial differential equation numerically in a half-space with $u=0$ at the start. Here $u$ is a dimensionless concentration and $D=6\cdot30^u$ µm²/h. Profiles at 25 h and 100 h were compared at equal $\lambda$. With the surface held at $u=1$ they differed by at most 0.0002, and with inflow $A/\sqrt t$, $A=1$ µm/h$^{1/2}$, by 0.0001. A constant inflow of 0.2 µm/h gave a difference of 0.19. Exchange with $h=1$ µm/h and $c_s=1$ gave 0.16. In the exchange case the surface reaches only $u\approx0.71$ by 100 h, so $D/h^2$ runs from 6 to about 67 h, comparable with both times.

**A graded joint.** Suppose the starting profile differs from a step only within a width $b$. Similarity then fails at first. Place the origin so that the graded start and the step contain equal material. Viewed at time $T$ in the variable $z/\sqrt T$, the profile is the unit-time solution from a start of width $b/\sqrt T$. In these variables, take $W$ for the difference from the step solution. Initially $|W|\le(c_L-c_R)b/\sqrt T$ for a start that stays between $c_R$ and $c_L$, and $W$ occupies a width $b/\sqrt T$. By (3),

$$\int W^2\,d\lambda\le(c_L-c_R)^2\left(\frac{b}{\sqrt T}\right)^3\to0 .$$

The integrated profile therefore approaches the similarity form at late times.

**Changing temperature.** If the diffusivity is $g(t)D(c)$, define $\tau=\int_0^tg\,dt'$. Then $c_t=g\,c_\tau$, the factor $g$ cancels, and $c=f(z/\sqrt\tau)$. If the time dependence differs from one composition to another, no single $\tau$ removes it. For $g=1+t/(50\text{ h})$ and $t=60$ h,

$$\tau=60+\frac{60^2}{100}=96\text{ h}.$$

A direct solution for a step with the same $D(u)$ agreed with $f(z/\sqrt\tau)$ to $2\times10^{-5}$ in $u$. Using $t$ in place of $\tau$ left a difference of 0.14.

## 5. The case of constant $D$

Equation (4) becomes $f''=-\lambda f'/(2D)$, so $f'=B\,e^{-\lambda^2/4D}$. The total change fixes $B$:

$$c_R-c_L=B\int_{-\infty}^{\infty}e^{-\lambda^2/4D}d\lambda=2B\sqrt{\pi D}.$$

Integrating inward from $+\infty$ and substituting $s=2\sqrt D\,y$,

$$f=c_R+\frac{c_L-c_R}{2\sqrt{\pi D}}\int_\lambda^\infty e^{-s^2/4D}ds
=c_R+\frac{c_L-c_R}{2}\,\mathrm{erfc}\frac{\lambda}{2\sqrt D}.\tag{7}$$

The plane $z=0$ stays at the mean composition, and

$$J(0)=-D\,B=\frac{c_L-c_R}{2}\sqrt{\frac D\pi}.\tag{8}$$

## 6. Inverting a measured profile

Equation (4) can also be read backwards: given $f$, find $D$. Integrate it over all $\lambda$. The flux vanishes at both ends, so

$$\int_{-\infty}^{\infty}\lambda f'\,d\lambda=0\quad\Longrightarrow\quad\int_{c_R}^{c_L}z\,dc=0.\tag{9}$$

The factor $\sqrt t$ has been dropped because $t$ is the same along one profile. Equation (9) locates the origin, called the Matano plane. If an instrument reports $Z=z+z_0$, then $\int_{c_R}^{c_L}Z\,dc=z_0(c_L-c_R)$, which gives $z_0$.

Next integrate (4) from $+\infty$, where the flux vanishes, to the point $\lambda^*$ at which $f=c^*$:

$$D(c^*)f'(\lambda^*)=-\frac12\int_{\infty}^{\lambda^*}\lambda f'\,d\lambda=-\frac12\int_{c_R}^{c^*}\lambda\,dc.$$

Divide by $f'=dc/d\lambda$. Both $d\lambda/dc$ and the integral contribute a factor $1/\sqrt t$ when written in $z$, so

$$\boxed{\;D(c^*)=-\frac1{2t}\left(\frac{dz}{dc}\right)_{c^*}\int_{c_R}^{c^*}z\,dc\;}\tag{10}$$

The sign is right. The slope $dz/dc$ is negative. The integral grows from zero while $z>0$, then decreases, and by (9) returns to zero only at $c_L$; it is positive in between. Near either end a vanishing integral multiplies a diverging slope, so small errors in the data are strongly amplified there.

Constant $D$ provides a check. Then $\lambda f'=-2Df''$, the integral of $\lambda f'$ from $\infty$ to $\lambda^*$ is $-2Df'(\lambda^*)$, and (10) returns $D$.

## 7. Worked example: a copper–nickel couple

Copper ($u=1$) fills $z<0$ and nickel ($u=0$) fills $z>0$. Here $u$ is the volume fraction of copper, proportional to its amount per volume. Each plate is 1000 µm thick, and the anneal lasts 100 h at 1273 K. The model is

$$D(u)=6\cdot30^{u}\ \text{µm}^2/\text{h},$$

which runs from $1.7\times10^{-11}$ cm²/s at the nickel end to $5.0\times10^{-10}$ cm²/s at the copper end. Solving (4) numerically gives the following positions; at 100 h, $z=10\lambda$ in these units.

| $u$ | $\lambda$ (µm/h$^{1/2}$) | $z$ at 100 h (µm) |
|---|---|---|
| 0.99 | −35.7 | −357 |
| 0.90 | −13.9 | −139 |
| 0.70 | −1.85 | −18.5 |
| 0.50 | 3.23 | 32.3 |
| 0.30 | 6.30 | 63.0 |
| 0.10 | 8.98 | 89.8 |
| 0.01 | 11.75 | 117.5 |

The copper side has a long shallow tail and the nickel side a steep foot, as (5) requires: the flux dies out slowly where $D$ is large. The composition at $z=0$ is $u=0.64$, not 0.5. The shallow depletion on the left must equal the shorter, taller enrichment on the right.

**Independent solution.** The partial differential equation was also solved directly from the step, on 1 µm cells with closed back faces. At 100 h it agrees with $f(z/\sqrt t)$ to $2\times10^{-5}$ in $u$. The composition $u=0.1$ lies at 44.9 µm after 25 h and at 89.8 µm after 100 h: four times the time, twice the distance.

**Amount transferred.** Integrating (6) over time gives

$$M=\int_0^t\frac{J(0)}{\sqrt{t'}}dt'=2J(0)\sqrt t=2(1.880)(10)=37.6\ \text{µm}.$$

This is the thickness of pure copper that has crossed the plane $z=0$, which is fixed in the volume frame, and the direct solution gives the same value. In a real couple copper and nickel atoms generally move at different rates. The welded joint then drifts away from $z=0$ (the Kirkendall effect), and the amount of copper that crosses the joint itself is different. By (8), a constant diffusivity would transfer this amount if it were

$$4\pi J(0)^2=4\pi(1.880)^2\approx44\ \text{µm}^2/\text{h}.$$

This value matches the transfer, not the shape of the profile.

**Inversion by hand at $u=0.5$.** Apply the trapezoid rule to the table, and count the strip below $u=0.01$ as $0.01\times117.5$:

$$\int_0^{0.5}z\,du\approx1.2+9.3+15.3+9.5=35.3\ \text{µm}.$$

The neighbouring rows give $dz/du\approx(-18.5-63.0)/0.4=-204$ µm. Then

$$D(0.5)\approx\frac{204\times35.3}{2\times100}=36\ \text{µm}^2/\text{h},$$

about 10 % above the model value of 32.9. Applied to the full direct profile, (10) returns 8.43, 32.86 and 128.10 µm²/h at $u=0.1$, 0.5 and 0.9, equal to the input values to the digits shown.

**A misplaced origin.** If the origin is set a distance $\delta$ too far to the right, $z$ is replaced by $z-\delta$ and (10) changes by

$$\Delta D=\frac{\delta\,u^*}{2t}\frac{dz}{du}.$$

For $\delta=5$ µm at $u^*=0.5$, the full profile gives an error of −7.1 % relative to the correct $D$. Working backwards, the local slope is

$$\frac{dz}{du}=-\frac{0.071\times32.9\times200}{5\times0.5}\approx-187\ \text{µm}.$$

With this slope the hand integral gives $187\times35.3/200=33$ µm²/h. The coarse derivative, rather than the coarse integral, caused most of the hand calculation's error.

**Finite plates.** In the infinite-couple solution, $u$ at the position of the copper back face falls to 0.999 at 370 h, so 100 h is safely short. At 6400 h the direct solution with closed faces differs from the similarity profile by up to 0.12 in $u$.

## 8. The model beside a real couple

Copper and nickel mix fully in the solid at 1273 K, and interdiffusion is faster on the copper-rich side. The end values of $D$ above are rough typical magnitudes; the exponential between them is a modelling choice. The following corrections also use rough inputs.

**Thermodynamics.** In a regular solution with interaction energy $\Omega$, the mixing free energy per atom is $G=kT[u\ln u+(1-u)\ln(1-u)]+\Omega u(1-u)$, where $u$ is here treated as the atomic fraction. The thermodynamic factor multiplying the diffusivity is

$$\frac{u(1-u)}{kT}\frac{d^2G}{du^2}=1-\frac{2\Omega u(1-u)}{kT}=1-4u(1-u)\frac{T_c}{T}.$$

The last step uses $kT_c=\Omega/2$, the temperature at which $G''$ first vanishes at $u=\tfrac12$. With $T_c=600$ K the factor at $u=0.5$ is 0.53. If the exponential law describes atomic mobility alone, including this factor shifts the predicted $u$ by up to 0.14 at fixed $\lambda$. Similarity survives, because at fixed temperature the factor depends on composition alone, and inversion includes it in the recovered $D$.

**Atomic volume.** The volume per atom is about 8 % larger in copper than in nickel at room temperature, and somewhat more at 1273 K, where copper has expanded more. With the 8 % figure, using atomic fraction in place of amount per volume in both (9) and (10) alters $D$ by up to about 3 % for atomic fractions between 0.03 and 0.97; a 9 % difference raises this to 3.6 %. The origin found from (9) then lies about 4 µm toward the copper side at 100 h. If the origin is instead kept at the volume-fixed plane, the integral in (10) no longer returns to zero at the copper end, and the error reaches about 37 % within the same range.

**Temperature.** With activation energies of 2.4 eV at the copper end and 2.7 eV at the nickel end, a furnace 5 K too hot raises $D$ by 9 % and 10 %, relative to 1273 K. A linear one-hour ramp from 300 K counts as 0.055 h at the copper end and 0.049 h at the nickel end. The two differ, so the ramp breaks similarity, but both are near 0.05 % of the anneal.

**Grain boundaries.** For square columnar grains of side $d$, with boundaries of width $w_b$ along the flow, the boundary area fraction is about $2w_b/d$. At equal gradients, the boundary-to-lattice flux ratio is $2w_bD_b/(dD)$. With $w_b=5\times10^{-4}$ µm, $D_b=4\times10^5$ µm²/h and $d=1000$ µm, the nickel end gives

$$\frac{2(5\times10^{-4})(4\times10^5)}{1000\times6}=0.067.$$

If $D_b$ is taken to be the same there, the ratio is 0.2 % at the copper end. It varies as $1/d$, so for 100 µm grains the same formula gives about 67 % at the nickel end. These ratios indicate size only. Lattice diffusion there reaches about $\sqrt{Dt}\approx24$ µm in 100 h, less than the grain side, so the gradients in boundary and lattice are not equal and the ratio is not the actual increase in material transferred. It does warn that in the finer-grained material the one-dimensional lattice model is unsafe at the nickel end. Porosity and stress, which can also invalidate the simple volume-fixed description, have not been sized.

The complete values are listed in the numerical output below.

## Calculated quantities

```
Inputs: T = 1273 K, anneal 100 h, plates 1000 um
D at nickel end: 6.0 um^2/h = 1.67e-11 cm^2/s
D at copper end: 180.0 um^2/h = 5.00e-10 cm^2/s
Constant-D profile, largest error against erfc: 7.0e-09
Copper fraction, lam (um/h^0.5), z at 100 h (um):
  0.99   -35.738   -357.38
  0.90   -13.852   -138.52
  0.70    -1.851    -18.51
  0.50     3.231     32.31
  0.30     6.298     62.98
  0.10     8.977     89.77
  0.01    11.750    117.50
Direct solution, z of u=0.1: 25 h 44.89, 100 h 89.77 um
Copper fraction at z = 0: 0.6411
Scaled flux J(0): 1.8797 um/h^0.5
Copper passed z=0 in 100 h, formula: 37.59 um
Copper passed z=0 in 100 h, direct: 37.59 um
Largest difference in u, direct solution against f(z/sqrt(t)):
  25 h 6.3e-05, 100 h 1.6e-05, 6400 h 0.121
Varying rate 1+t/(50 h), 60 h: tau = 96.0 h
  difference in u using tau 1.6e-05, using t 0.138
Half-space inputs: A = 1.0 um/h^0.5, constant inflow 0.2 um/h,
  exchange coefficient 1.0 um/h
Difference in u at equal lam, 25 h against 100 h:
  constant surface value: 0.0002
  inflow A/sqrt(t): 0.0001
  constant inflow: 0.1929
  constant exchange coefficient: 0.1572
Matano plane from direct profile: 0.0000 um from the joint
Inversion: u, D put in, D recovered (um^2/h):
  0.1      8.43      8.43
  0.3     16.65     16.65
  0.5     32.86     32.86
  0.7     64.88     64.88
  0.9    128.10    128.10
Origin misplaced by +5 um: D at u=0.5 off by -7.1 %
Lattice parameters Cu 3.61, Ni 3.52 angstrom (rough)
  volume ratio 1.0787, largest D error 3.2 %
Thermodynamic factor at u=0.5 (critical T 600 K): 0.529
  largest change of u at fixed lam: 0.138
Activation energies (rough): Cu end 2.4, Ni end 2.7 eV
  +5 K: D up 8.9 % (Cu), 10.1 % (Ni)
  1 h ramp from 300 K counts as 0.0550 h (Cu), 0.0493 h (Ni)
Boundary width 5e-04 um, D 4e+05 um^2/h, grain 1000 um
  boundary/lattice flux: Ni end 6.7 %, Cu end 0.22 %
Infinite-couple u at copper back face falls to 0.999 at 370 h
```
